Exchange fraction of a dielectric-dependent hybrid from long-range screened exchange, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Screened exchange at long range

**The form of the answer**

A global hybrid functional multiplies exact exchange by a number α. In a cubic insulator, the requirement that the hybrid reproduce static screened exchange at long range fixes this number, and dimensions and symmetry determine its form before any detailed calculation.

In Hartree atomic units the interaction of two unit charges has the dimension of an inverse length. Put the charges in an insulating crystal at a distance R much larger than the lattice constant and every other microscopic length. Suppose that the insulator screens each charge partly, so that a finite fraction of its field survives at large distance. The leading interaction then contains no length but R and must read C/R, with C a pure number. In a cubic crystal C cannot depend on direction, because macroscopic screening is described by a second-rank tensor, and a second-rank tensor with cubic symmetry is a multiple of the unit tensor. Without the crystal, C = 1.

Exact exchange and screened exchange contain the same density matrix. One is multiplied by 1/R, the other by C/R, so a hybrid that is right at long range must have α = C. It remains to prove that C exists, to identify it, and to find which electron states feel it.

**Assumptions and conventions**

(A1) The crystal is cubic, spin-unpolarized and symmetric under time reversal. It has an energy gap, and its nuclei are fixed.

(A2) The orbitals φ_nk, with energies E_nk, belong to a one-electron Hamiltonian with a local potential. The screened interaction W is computed from them in the random-phase approximation.

(A3) W is taken at zero frequency.

The crystal volume is V = NΩ, with N cells of volume Ω and N wave vectors k. Orbitals are normalized in V. The index v denotes occupied bands and c empty ones. The density matrix of one spin is

γ(r,r') = Σ_vk φ_vk(r) φ_vk*(r').

The bare interaction is v(r,r') = 1/|r−r'|, and R = |r−r'|. Bare exchange is the operator with kernel Σ_x(r,r') = −γ(r,r') v(r,r').

**Theorem.** Under (A1) to (A3) the nonlocal part of the self-energy is Σ_SEX = −γW, and

(a) W(r,r')/v(r,r') → 1/ε∞ as R → ∞, where ε∞ is the macroscopic electronic permittivity with local fields included;

(b) in the diagonal matrix element of an occupied state, the integrand over the transferred wave vector q has the pole 4π/(ε∞q²), while bare exchange has 4π/q²; for an empty state both poles are absent;

(c) a global hybrid with exchange fraction α has the same long-range nonlocal part as Σ_SEX if and only if α = 1/ε∞.

Parts (a) and (b) are proved in this half, part (c) in the second.

**Lemma 1 (static self-energy).** With W at zero frequency,

Σ(r,r') = −γ(r,r') W(r,r') + ½ δ(r−r') W_c(r,r),  W_c = W − v.   (1)

*Proof.* To first order in the screened interaction the self-energy in time is Σ(t) = i G(t) W(t), where G(t) = −i⟨T ψ(r,t)ψ†(r',0)⟩ for one spin. Its limits at equal times are

G(0⁻) = iγ,  G(0⁺) = −i(δ − γ).

The bare interaction is instantaneous and acts with the creation operator to the left, which selects G(0⁻). It gives i·iγv = −γv.

The induced part W_c(t) is even in t. Replacing its frequency dependence by the value at zero frequency turns it into W_c δ(t), the limit of a narrow even pulse. Such a pulse gives equal weight to the two limits of G:

i·½[iγ − i(δ − γ)] W_c = ½[−γ + δ − γ] W_c = (½δ − γ) W_c.

Adding −γv and using v + W_c = W gives (1). ∎

The first term of (1) is screened exchange, Σ_SEX. The second is the Coulomb hole: the energy of an electron in the polarization that it induces itself, with the factor ½ of a linearly induced response. It is local, so the nonlocality of the static self-energy lies in Σ_SEX.

The static replacement requires that the relevant electron energies, measured from the state considered, be small compared with the frequencies at which W_c varies. The theorem inherits this condition.

**Lemma 2 (screening at small q).** Write W in reciprocal space as

W(r,r') = (1/V) Σ_q Σ_GG' exp[i(q+G)·r] W_GG'(q) exp[−i(q+G')·r'].   (2)

For q → 0 the element W_00 tends to 4π/(ε∞q²), the elements W_0G with G ≠ 0 are of order 1/q, and those with both G and G' nonzero stay finite.

*Proof.* Let χ be the density response of independent electrons to a static potential. First-order perturbation theory gives, with a factor 2 for spin,

χ(r,r') = 2 Σ_occ Σ_emp [φ_v*(r)φ_c(r)φ_c*(r')φ_v(r') + c.c.]/(E_v − E_c).

By time reversal the two terms in the bracket give equal sums, so the factor becomes 4. Define

M_G = ⟨φ_c,k+q| exp[i(q+G)·r] |φ_vk⟩,  Δ = E_c,k+q − E_vk > 0.

The transform of χ in the convention of (2) is then

χ_GG'(q) = −(4/V) Σ_kvc M_G* M_G'/Δ.

The random-phase approximation sets W = v + vχW, so W = (1 − vχ)⁻¹v. In reciprocal space v is diagonal, with elements s_G² and s_G = √(4π)/|q+G|. Taking one factor s to each side gives

W_GG' = s_G [ε̃⁻¹]_GG' s_G',   (3)

ε̃_GG' = δ_GG' + (4/V) s_G s_G' Σ_kvc M_G* M_G'/Δ.   (4)

The factor s_0 = √(4π)/q diverges, so M_0 is needed at small q. With φ_nk = exp(ik·r)u_nk, it is the overlap M_0 = ⟨u_c,k+q|u_vk⟩. The functions u_nk are eigenstates of H_k = ½(p+k)² + V_loc, and

H_k+q − H_k = q·(p+k) + ½q².

Taking this difference between the two states, H_k+q acts to the left and H_k to the right:

Δ M_0 = ⟨u_c,k+q| q·(p+k) + ½q² |u_vk⟩.

To first order in q the left state may be replaced by u_ck. It is orthogonal to u_vk, so the terms with the numbers q·k and ½q² drop out:

M_0 = q·p_cv/(E_ck − E_vk) + O(q²),  p_cv = ⟨u_ck|p|u_vk⟩.   (5)

The factor q in M_0 cancels the 1/q in s_0, and every element of ε̃ has a finite limit. Call the limit of the head h, the row of elements ε̃_0G with G ≠ 0 t, and the remaining block B. From (4) and (5), with q̂ = q/q,

h = 1 + (16π/V) Σ_kvc |q̂·p_cv|²/(E_ck − E_vk)³.   (6)

The first column (x_0, x) of the inverse satisfies

h x_0 + t x = 1,  t†x_0 + B x = 0.

The second equation gives x = −B⁻¹t†x_0. Inserting it in the first gives x_0 = 1/ε∞ with

ε∞ = h − t B⁻¹ t†.   (7)

Both h and tB⁻¹t† are quadratic forms in q̂, and cubic symmetry makes their difference independent of direction. By (3), W_00 → 4π/(ε∞q²). The elements W_0G contain a single factor s_0 and are of order 1/q. The others contain none. ∎

*Remark 1 (meaning of ε∞).* A slowly varying external potential produces a total potential whose average over a cell is [ε̃⁻¹]_00 = 1/ε∞ times the external one. This is the definition of the macroscopic permittivity. The nuclei are fixed, so the electronic value is meant. The term tB⁻¹t† describes local fields, that is, the response to induced potentials that vary within a cell.

For any vector x, (4) gives x†(ε̃ − 1)x = (4/V) Σ |Σ_G s_G M_G x_G|²/Δ ≥ 0. Hence ε̃ and B are positive definite, local fields cannot raise the permittivity in this approximation, and 1 ≤ ε∞ ≤ h.

*Remark 2 (nonlocal Hamiltonians).* If the orbitals come from a hybrid calculation, H_k also contains exchange. The operator p + k in the derivation of (5) must then be replaced by the derivative of H_k with respect to k. The powers of q stay the same as long as that derivative exists.

**Lemma 3 (real space).** For R → ∞, W = 1/(ε∞R) + O(1/R²).

*Proof.* In the limit of large V, (1/V)Σ_q becomes ∫d³q/(2π)³. With a gap, the sums in (4) are smooth in q, so the slowest decay in R comes from the singular behaviour at q = 0. Near that point each term of W_GG' is homogeneous of some degree d in q. Substituting q = s/R shows that its Fourier transform scales as R^(−3−d). The leading head has d = −2 and gives 1/R. The leading terms of W_0G have d = −1 and give 1/R². Finite terms that depend on direction have d = 0 and give 1/R³. The phases exp(iG·r) are bounded and do not alter these powers.

The coefficient of the leading term follows from the angular average sin(qR)/(qR) of exp(iq·R):

∫d³q/(2π)³ [4π/(ε∞q²)] exp(iq·R) = [2/(πε∞)] ∫₀^∞ dq sin(qR)/(qR) = [2/(πε∞R)]·(π/2) = 1/(ε∞R). ∎

Dividing by v = 1/R proves part (a), with C = 1/ε∞.

In an insulator γ decays exponentially with R, so the tail of Σ_SEX is itself exponentially small. Part (a) is therefore a statement about the factor that multiplies γ. Its weight in energies is seen in the matrix elements.

**Lemma 4 (matrix elements).** For a state nk,

⟨nk|Σ_SEX|nk⟩ = −∫d³q/(2π)³ F(q),  F = Σ_v Σ_GG' A_G W_GG' A_G'*,   (8)

A_G = ⟨φ_nk| exp[i(q+G)·r] |φ_v,k−q⟩.

If n is occupied, F → 4π/(ε∞q²) as q → 0. If n is empty, F stays finite.

*Proof.* Insert γ and (2) in the matrix element. The integral over r gives A_G, the integral over r' gives A_G'*, and conservation of crystal momentum fixes the wave vector of the occupied orbital at k−q. This is (8).

The factor A_0 = ⟨u_nk|u_v,k−q⟩ tends to the overlap of two states at the same k. For an occupied n the sum Σ_v|A_0|² tends to 1, with corrections of order q², and the head of W supplies the pole. Terms with one G = 0 are of order 1/q and weaker than the pole.

For an empty n, the argument that led to (5) gives

(E_nk − E_v,k−q) A_0 = ⟨u_nk|H_k − H_k−q|u_v,k−q⟩ = O(q).

Thus |A_0|² is of order q² and cancels the pole of W_00, and the single factor A_0 cancels the 1/q of W_0G. ∎

For bare exchange, W is replaced by v, and the same proof holds with ε∞ = 1. This completes part (b). Physically, an occupied state exchanges with its own neighbourhood in k space, where the overlap is nearly one. An empty state is orthogonal to its occupied partners there.

**Corollary (opening of the gap).** Transfers with q < q_c lower an occupied level by

(1/8π³)·4π·(4π/ε∞)·q_c = 2q_c/(πε∞).

The factors are the measure, the solid angle, the pole strength and the radial integral of q²/q². The terms of order 1/q are odd in q at leading order and average to zero over the sphere. The finite terms of F contribute in order q_c³, for empty levels too. The gap therefore opens by

δE_g = 2q_c/(πε∞) + O(q_c³),   (9)

and for bare exchange by 2q_c/π + O(q_c³). At long wavelength, screening divides the effect of exchange on the gap by ε∞.

**Worked example: a model crystal**

Take a simple cubic crystal with lattice constant a = 12 bohr and the potential −V₁(cos bx + cos by + cos bz), where b = 2π/a and V₁ = 0.060 hartree. Two electrons per cell fill the lowest band. The orbitals are products of one-dimensional Bloch states, so the whole matrix (4) can be evaluated. The indirect gap is 0.0323 hartree.

Equation (6) gives h = 3.837. With 27 vectors G, (7) gives ε∞ = 2.809. Local fields thus lower the permittivity by 1.028, or 27% of h. A calculation with 125 vectors and a coarser set of k points gives 2.782, which is 1.0% below 2.809. This difference combines both changes and does not measure the effect of the added vectors alone. To two digits ε∞ is 2.8; the comparisons below keep the 27-vector value,

α = 1/2.8093 = 0.35596.

Omitting local fields would have given 1/3.8368 = 0.261.

Lemma 4 was tested by evaluating F directly at q = 0.001 bohr⁻¹, without the expansion (5). For the valence state at the corner of the Brillouin zone, the ratio of screened to bare F is 0.35596, both along a cube axis and along a body diagonal. For a conduction state at a face centre of the zone and q along a body diagonal, q²F/(4π) with bare exchange is 9.3 × 10⁻⁶, where a pole would give 1. The small value depends on the direction of q.

For (9) take q_c = 0.020 bohr⁻¹. The bare formula gives 2 × 0.020/π = 0.01273 hartree, and the screened one 0.01273 × 0.35596 = 0.00453 hartree. Radial integration of the full F, with q along a cube axis representing all directions, gives 0.01268 and 0.00453 hartree. The bare value lies 0.4% below its formula, within the 3% allowed in the test for higher orders in q_c. This deviation belongs to the axis used, which points along the wave vector of the conduction state. The leading term is the same in all directions, but the correction of order q_c³ is not. The screened opening is 0.123 eV.

## Part II. The hybrid functional and band alignment

**Symbols and results carried over**

Hartree atomic units are used. The one-spin density matrix is γ, the bare interaction v = 1/R, and the static screened interaction W. The static self-energy is −γW plus the local Coulomb hole ½δ(r−r')(W − v)(r,r). In a cubic insulator with fixed nuclei W → 1/(ε∞R) at large R. Equivalently, the exchange integrand of an occupied state has the pole 4π/(ε∞q²) at small transferred wave vector q, against 4π/q² for bare exchange Σ_x = −γv. Empty states have no such pole. The model crystal of the first half has a = 12 bohr, b = 2π/a, ε∞ = 2.809 and 1/ε∞ = 0.356.

**Lemma 5 (nonlocal part of a hybrid).** The functional

E_xc = α E_x^exact + (1−α) E_x^sl + E_c^sl,   (10)

with semilocal exchange and correlation marked sl and α held fixed, has the one-electron operator αΣ_x plus terms that vanish for r ≠ r'.

*Proof.* For each spin, exact exchange is

E_x^exact = −½ ∫∫ d³r d³r' γ(r,r') γ(r',r)/|r−r'|.

Vary γ. The two factors contribute equally, which cancels the ½:

δE_x^exact = −∫∫ d³r d³r' δγ(r',r) γ(r,r')/|r−r'| = ∫∫ d³r d³r' δγ(r',r) Σ_x(r,r').

For a small added occupation f of an orbital φ, δγ(r',r) = f φ(r')φ*(r), and the result is f⟨φ|Σ_x|φ⟩. The operator of exact exchange is therefore Σ_x, and in (10) it is multiplied by α.

The semilocal terms depend on the density, its gradient and possibly the kinetic-energy density at one point. Their derivatives are multiplicative potentials or differential operators. Both have kernels concentrated at r = r'. ∎

Parts (a) and (b) of the theorem are now proved, and Lemma 5 shows that the nonlocal part of a global hybrid is αΣ_x. It remains to prove part (c), which fixes α = 1/ε∞, and to examine where this match fails and what it means for band alignment.
